Nitrogen afterglow: the pressure where ion conversion overtakes ambipolar diffusion

**Problem**

A pulsed nitrogen discharge in a cylindrical chamber of radius R = 15 cm and height L = 10 cm has been switched off. Late in the afterglow, the ion N₂⁺ disappears in two ways. It diffuses to the walls, or it is converted in a three-body collision,

N₂⁺ + 2 N₂ → N₄⁺ + N₂.

At what gas pressure p* does conversion overtake diffusion, and how does p* change with the size of the chamber?

The gas and the electrons are at T = Te = 300 K. The rough typical data are a reduced N₂⁺ mobility K₀ = 1.9 cm²/Vs and a three-body coefficient k₃ = 5.0×10⁻²⁹ cm⁶/s. The coefficient is defined by the conversion rate per ion,

ν_c = k₃N²,

where N is the gas density. "Reduced" means referred to the Loschmidt density N₀ = 2.687×10¹⁹ cm⁻³. The electron density is 10⁷ cm⁻³.

**A tempting solution**

The diffusion loss rate per ion is ν_D = D_a/Λ², where D_a is the ambipolar diffusion coefficient and Λ is the diffusion length of the chamber. For a cylinder with absorbing walls,

1/Λ² = (2.405/R)² + (π/L)² = 0.0257 + 0.0987 = 0.1244 cm⁻²,

so Λ = 2.835 cm and Λ² = 8.04 cm². Suppose that D_a has been looked up for nitrogen at 1 Torr and 300 K, where the data above give 82 cm²/s. Setting the two rates equal,

k₃N² = D_a/Λ²,

N = (D_a/k₃)^(1/2)/Λ = [82/(5.0×10⁻²⁹ × 8.04)]^(1/2) = 4.5×10¹⁴ cm⁻³.

At 300 K this is 14 mTorr. With D_a a constant of the gas, the crossover pressure would vary as 1/Λ.

**Where it fails**

The equality of rates is the right condition, and Λ is right. The fault is that D_a was held fixed while N was being solved for. Ions diffuse by moving between collisions with the gas, so D_a is proportional to 1/N. The value at 1 Torr does not apply at 14 mTorr.

Putting the answer back into the rates exposes the error. At 14 mTorr the diffusion coefficient is 82/0.014 ≈ 5860 cm²/s, so

ν_D ≈ 5860/8.04 ≈ 730 s⁻¹,

ν_c = 5.0×10⁻²⁹ × (4.5×10¹⁴)² ≈ 10 s⁻¹.

Diffusion is about seventy times faster than conversion at the supposed crossover. The answer also depends on which pressure the table happened to use, which no property of the chamber can do.

**The right solution**

*The ambipolar coefficient.* The mobility at density N is K = K₀N₀/N. The Einstein relation gives the ion diffusion coefficient

D_i = K k_BT/e = (K₀N₀/N)(k_BT/e).

The electron flux is the sum of a diffusion term and a drift term,

Γ_e = −D_e∇n_e − μ_e n_e E.

Electrons are far more mobile than ions, yet quasineutrality ties their flux to the ion flux. The two electron terms must therefore nearly cancel. With D_e/μ_e = k_BTe/e, this gives

E = −(k_BTe/e) ∇n_e/n_e.

The density falls towards the wall, so E points to the wall: it holds electrons back and pulls positive ions out. The flux of ion species j, with mobility K_j and diffusion coefficient D_j = K_jk_BT/e, is

Γ_j = −D_j∇n_j + K_j n_j E
= −D_j [∇n_j + (Te/T) n_j ∇n_e/n_e].

*Two ions in one field.* As conversion proceeds, N₄⁺ builds up and contributes to n_e, so it could alter the field that acts on N₂⁺. Suppose that all charged species share one spatial profile φ:

n(N₂⁺) = A(t)φ, n(N₄⁺) = B(t)φ, n_e = (A + B)φ.

Then n_j∇n_e/n_e = n_j∇φ/φ = ∇n_j, whatever the ratio of A to B. The flux becomes

Γ_j = −D_j(1 + Te/T)∇n_j,

so each ion diffuses with its own ambipolar coefficient. For N₂⁺,

D_a = D_i(1 + Te/T),

which is 2D_i when Te = T.

The shared profile must also survive in time. Let φ be the lowest mode of the chamber, with ∇²φ = −φ/Λ² and φ = 0 on the walls. For the cylinder, with z measured from the midplane, φ = J₀(2.405r/R) cos(πz/L), which gives the Λ used above. The continuity equations reduce to

dA/dt = −(D_a/Λ² + k₃N²)A,

dB/dt = −(D_a4/Λ²)B + k₃N²A,

where D_a4 is the ambipolar coefficient of N₄⁺. The profile φ has cancelled from both, so a shared lowest mode stays shared. The loss of N₂⁺ does not depend on how much N₄⁺ is present.

*The crossover.* Since D_a varies as 1/N, the useful constant is the product

C = D_aN = K₀N₀(k_BT/e)(1 + Te/T).

The two rates are

ν_D = C/(NΛ²), ν_c = k₃N².

One falls with density and the other rises, so they cross once. Equating them and multiplying by N/k₃,

N*³ = C/(k₃Λ²).

With p = Nk_BT,

p* = k_BT [K₀N₀(k_BT/e)(1 + Te/T)/(k₃Λ²)]^(1/3).

At fixed temperatures, K₀ and k₃, this gives

p* ∝ Λ^(−2/3).

Two powers of N come from the three-body rate and one from the diffusion coefficient. Their sum is the 3 in the exponent. The tempting solution lost the third power and so found Λ⁻¹.

*Numbers.* With k_BT/e = 0.02585 V,

C = 1.9 × 2.687×10¹⁹ × 0.02585 × 2 = 2.64×10¹⁸ cm⁻¹ s⁻¹,

N*³ = 2.64×10¹⁸/(5.0×10⁻²⁹ × 8.04) = 6.57×10⁴⁵ cm⁻⁹,

N* = 1.87×10¹⁵ cm⁻³.

The crossover pressure is p* = 58.2 mTorr, or 7.76 Pa. The inputs are rough, so "about 60 mTorr" is as much as the result deserves; further digits are kept below for comparisons within the model.

Putting this answer back, D_a = C/N* = 1409 cm²/s. Then ν_D = 1409/8.04 = 175 s⁻¹ and ν_c = 5.0×10⁻²⁹ × (1.873×10¹⁵)² = 175 s⁻¹. The rates now agree.

The size of the earlier error can be traced as well. Using D_a from a reference density N_ref amounts to solving k₃N² = C/(N_refΛ²), whose solution is

N_wrong = (N*³/N_ref)^(1/2).

In pressures, with 1 Torr as reference, this is (0.0582³/1)^(1/2) = 0.014 Torr, the value found before. A table made at 58 mTorr would have given the right number for this chamber, but still the wrong scaling.

**What the crossover means**

Let x = p/p*. Since ν_c varies as p² and ν_D as 1/p,

ν_c/ν_D = x³.

In the lowest mode this ratio is constant in time, so the share of N₂⁺ that ends by conversion is

ν_c/(ν_c + ν_D) = x³/(1 + x³).

It is 1/9 at half the crossover pressure, 1/2 at p*, and 8/9 at twice p*. A factor of four in pressure takes the afterglow from mostly wall loss to mostly conversion.

The crossover is not the pressure at which N₂⁺ lives longest. The total loss rate is

ν = ν*(1/x + x²), with ν* = 175 s⁻¹.

Its derivative vanishes when −1/x² + 2x = 0, that is at x = 2^(−1/3) = 0.794, or about 46 mTorr. This is a minimum, because ν grows without limit at both small and large x. The minimum rate is 1.89ν*, against 2ν* at p*. The lifetime therefore rises from 2.85 ms at p* to about 3.02 ms, a gain of 6%.

The scaling concerns Λ, not any one dimension. Doubling both R and L doubles Λ and lowers p* by 2^(−2/3) = 0.63, to about 37 mTorr. Doubling the height alone gives 1/Λ² = 0.0257 + 0.0247 = 0.0504 cm⁻² and Λ = 4.46 cm, so p* falls only to about 43 mTorr. The radius then matters as much as the height.

**A numerical test**

The shared profile made the equations linear. A test that does not assume this follows both ions in a slab with the full field E = −(k_BTe/e)∇n_e/n_e. The ions have reduced mobilities of 1.9 and 2.3 cm²/Vs, and the N₂⁺ starts in the lowest mode with no N₄⁺ present. N₂⁺ ions reaching the walls and N₂⁺ ions converted are counted separately, and the pressure is varied until the counts are equal.

- Λ = 0.500 cm: 184.94 mTorr simulated, 185.00 from the formula.
- Λ = 2.835 cm: 58.16 simulated, 58.18 from the formula.
- Λ = 10.000 cm: 25.10 simulated, 25.11 from the formula.

The exponent fitted to the simulated pressures is −0.6667. At 0.5p* and 2p* the simulated converted shares are 0.1112 and 0.8890, against 1/9 and 8/9. The longest simulated lifetime lies at 0.793p*. These results test the mathematics of the model, not the input data or the neglected processes.

**When the starting profile is different**

A discharge need not leave its ions in the lowest mode. Take the opposite case of a uniform density n₀ in a slab of width W = πΛ, and let N₂⁺ diffuse with the constant D_a. Define U(z) as the time integral of its density. Integrating the continuity equation from the start until all ions are gone gives

D_a U″ − ν_cU = −n₀, U(±W/2) = 0.

With ℓ = (D_a/ν_c)^(1/2), the solution is

U = (n₀/ν_c)[1 − cosh(z/ℓ)/cosh(W/2ℓ)].

The converted share is ν_c∫U dz/(n₀W), which is

S = 1 − tanh(a)/a, a = W/(2ℓ) = (π/2)x^(3/2).

The last step uses W = πΛ and Λ²/ℓ² = ν_c/ν_D = x³. At p*, a = π/2 and S = 0.416. The simulation with both ions and the full field gives 0.417 on its 30-cell grid; the difference is grid error and disappears on finer grids. More ions start near a wall, so the wall takes more than half. Equal totals require tanh(a) = a/2, or a = 1.915, hence x = 1.14, or near 66 mTorr for a slab with Λ = 2.835 cm. The −2/3 scaling survives for slabs of every width, because S depends on x alone. The factor 1.14 belongs to the slab: a chamber of another shape with the same Λ has different higher modes, and so a different factor. For the cylinder of the problem, again with constant D_a, the share is a sum over modes, S = Σ w x³/(x³ + λΛ²), with λ = (j_m/R)² + ((2n+1)π/L)², weights w = (4/j_m²) × 8/((2n+1)²π²) and j_m the zeros of J₀. It gives S = 0.35 at p* and equal totals at x = 1.31, about 76 mTorr.

**Conditions and real chambers**

*Electron temperature.* In nitrogen, vibrationally excited molecules can return energy to the electrons and keep them warmer than the gas. At Te = 600 K and T = 300 K, the factor 1 + Te/T rises from 2 to 3. This raises p* by 1.5^(1/3), to 66.6 mTorr. An overestimate of k₃ by a factor 1.5 would have the same effect. If k₃ is instead 1.5 times larger than assumed, p* is 50.8 mTorr. The cube root softens errors in the data.

*Gas temperature.* This matters more. With Te = T and K₀ fixed, C varies as T, so p* varies as T^(4/3)k₃^(−1/3). If k₃ falls as T^(−1.6), a rough assumption, p* varies as T^1.87. At 400 K it is 99.5 mTorr, 71% above the 300 K value.

*Other losses.* For rough recombination coefficients of 2×10⁻⁷ cm³/s for N₂⁺ and 2×10⁻⁶ cm³/s for N₄⁺, the rates at an electron density of 10⁷ cm⁻³ are 2 and 20 s⁻¹. The first is small beside 175 s⁻¹. The second affects N₂⁺ only indirectly, by distorting the shared profile. At 10⁹ cm⁻³, N₂⁺ recombination alone would reach 200 s⁻¹ and the two-channel picture would fail. Charge transfer to 10 ppm of water, with a rough coefficient of 2×10⁻⁹ cm³/s, removes N₂⁺ at 37 s⁻¹. That takes about a tenth of the ions at p*, without changing where the other two rates cross. Break-up of N₄⁺, for a bond of roughly 1 eV, is far slower than 1 s⁻¹ at 300 K and can be ignored.

*Transport.* The ion mean free path and the Debye length λ_D are both 0.038 cm, about 1.3% of Λ, so ion diffusion and quasineutrality are sound in the bulk. The electron mean free path is much longer: about 1 cm, a third of Λ, for a rough momentum-transfer coefficient of 6×10⁻⁹ cm³/s. The field E = −(k_BTe/e)∇n_e/n_e therefore rests on the electrons being confined by the space charge and close to Maxwellian, not on a short electron free path. Near the walls quasineutrality fails sooner than this ratio suggests, because the density there is low. At a distance d from a wall the density is of order d/Λ times its central value, so the local Debye length is about λ_D(Λ/d)^(1/2). This equals d at d ≈ (λ_D²Λ)^(1/3) = 0.16 cm, about 6% of Λ. This length sets only the scale: the layer in which ions clearly outnumber electrons is a few times thicker. In a slab with this Λ and a central density of 10⁷ cm⁻³, the space charge speeds up the ion diffusion loss by roughly 15 to 25%. The upper figure holds if the electron density is set to zero at the wall, the lower if the electron flux to the wall is limited by thermal motion. The cube root reduces that to a rise of less than 10% in p*. The layer thickens as the density decays. The typical reduced field k_BTe/(eΛN) is 0.49 Td (1 Td = 10⁻¹⁷ V cm²). It gives an ion drift speed K₀N₀(E/N) of about 250 cm/s, far below the thermal speed of roughly 5×10⁴ cm/s. The low-field mobility therefore applies, except close to the walls, where ∇n_e/n_e becomes large. Since the mean free path varies as 1/N, its ratio to Λ at the crossover varies as Λ^(−1/3). At Λ = 0.5 cm this ratio is still only 2.4%. The Debye length, at a fixed electron density, does not shrink with the chamber, so its ratio to Λ varies as 1/Λ and reaches 7.6% at Λ = 0.5 cm. The length scale of the space-charge layer is then about 18% of Λ, and the true crossover lies some 15 to 30% above the formula. In small chambers the −2/3 law therefore fails first through quasineutrality, unless the electron density is higher than 10⁷ cm⁻³.

*Pulsed processing.* The result should not be carried over unchanged to a pulsed processing reactor. The electron density of 10⁷ cm⁻³ assumed here belongs to a long afterglow; while a discharge is running, the density can be 10⁹ cm⁻³ or far more. Pulsing at 1 kHz or faster leaves less than 1 ms between pulses, shorter than the 2.85 ms lifetime found here. In such a reactor the assumptions of a lowest-mode profile, cool electrons and negligible recombination can all fail. Within the model, electrons at 600 K move the crossover up by about 14%, and a gas at 400 K by 71%. A uniform start moves it up by about 14% in a slab, and by about 30% in the cylinder of this problem. Strong recombination cannot be treated as a correction to p*, and needs its own term in the rate equations.

The values computed by the program are in the numerical output below.

Computed values

```
INPUTS (rough typical values)
gas temperature = 300 K
reduced mobility N2+ = 1.9 cm^2/Vs
reduced mobility N4+ = 2.3 cm^2/Vs
Loschmidt density = 2.6868e+19 cm^-3
k3 at 300 K = 5.0e-29 cm^6/s
chamber radius, height = 15, 10 cm
electron density = 1e+07 cm^-3
WORKED EXAMPLE
kB T/e = 0.02585 V
diffusion length, formula = 2.835 cm
diffusion length, grid eigenvalue = 2.836 cm
D_i N = 1.320e+18 cm^-1 s^-1
D_a N = 2.639e+18 cm^-1 s^-1
crossover density N* = 1.873e+15 cm^-3
crossover pressure p* = 58.2 mTorr
the same = 7.76 Pa
D_a at p* = 1409 cm^2/s
each loss rate at p* = 175 s^-1
N2+ lifetime at p* = 2.85 ms
SIMULATION AGAINST FORMULA
Lambda 0.500 cm: simulated 184.94, formula 185.00 mTorr
Lambda 2.835 cm: simulated 58.16, formula 58.18 mTorr
Lambda 10.000 cm: simulated 25.10, formula 25.11 mTorr
fitted exponent of Lambda = -0.6667
simulated converted share at 0.5 p* = 0.1112
simulated converted share at 2.0 p* = 0.8890
simulated longest lifetime at p/p* = 0.793
formula 2^(-1/3) = 0.794
NEGLECTED EFFECTS
p* with Te = 600 K, formula = 66.6 mTorr
p* with Te = 600 K, simulated = 66.6 mTorr
assumed fall of k3 with T: power 1.6
p* with gas and electrons at 400 K = 99.5 mTorr
p* with k3 times 1.5 = 50.8 mTorr
p* with k3 divided by 1.5 = 66.6 mTorr
N2+ recombination: 2e-07 cm^3/s, 2.0 s^-1
N4+ recombination: 2e-06 cm^3/s, 20.0 s^-1
water coefficient = 2e-09 cm^3/s
loss to 10 ppm water = 37 s^-1
N4+ break-up, bond 1.0 eV: order 8e-05 s^-1
ion mean free path = 0.038 cm
Debye length = 0.038 cm
ambipolar field kB Te/(e Lambda N) = 0.49 Td
D_a reduction, finite electron mobility = 1.7e-04
converted share at p*, uniform start = 0.417
```
